\section*{Complex bands with singular hopping: solver choice, tolerances and mode pairing}

\section{What goes wrong}

A metal state whose energy lies in the gap of an adjoining semiconductor continues into it as a decaying tail, a metal-induced gap state. Its decay rate is read from the complex bands of the bulk semiconductor. The direct way to compute them is to step from layer to layer with a transfer matrix, which requires the inverse of the interlayer hopping block. With localized orbitals that block is often singular, because some orbitals of a layer do not reach the next one.

Adding a small multiple $\eta$ of the identity makes the inverse exist, but a suitable $\eta$ is not known in advance. In the chain treated below, $\eta=10^{-3}$ Ry changes the decay factor per layer, $0.744$, by $0.0039$. Reducing $\eta$ to $10^{-8}$ Ry makes the error larger through rounding in the inverse: $0.016$, or 2\% of the factor, in one ordering of the arithmetic, and up to about $0.05$ in others. An intermediate value, $10^{-6}$ Ry, gives an error of only $4\times10^{-6}$, but a calculation at this one $\eta$ does not show it; the root has to be checked in the original equation or against other values of $\eta$. A generalized eigenproblem avoids both the inverse and the choice of $\eta$. It needs instead a rank tolerance and a rule for pairing the modes, which are discussed below.

\section{The equation and the number of modes}

Let each layer have $n$ orbitals and couple only to its nearest neighbours. $H_{00},S_{00}$ are the Hamiltonian and overlap within a layer; $H_{01},S_{01}$ couple a layer to the next. At real energy $E$ define
\begin{equation}
D=H_{00}-ES_{00},\qquad T=H_{01}-ES_{01}.
\end{equation}
Then $D=D^\dagger$, and the layer amplitudes obey
\begin{equation}
T^\dagger\psi_{j-1}+D\psi_j+T\psi_{j+1}=0. \label{eq:layer}
\end{equation}
Inserting $\psi_j=\lambda^j\phi$ and dividing by $\lambda^{j-1}$ gives
\begin{equation}
P(\lambda)\phi\equiv(T^\dagger+\lambda D+\lambda^2T)\phi=0. \label{eq:P}
\end{equation}
A mode with $|\lambda|<1$ decays to the right, one with $|\lambda|>1$ grows, and $\lambda=e^{ik}$ is a Bloch wave with phase $k$ per layer.

Let $r$ be the rank of $T$, with singular value decomposition $T=U_r\Sigma V_r^\dagger$. Let the columns of $U_0$ and $V_0$ be orthonormal bases of $\ker T^\dagger$ and $\ker T$. To count the roots, consider
\begin{equation}
L(\lambda)=\det(D+\lambda T+\lambda^{-1}T^\dagger),\qquad \det P=\lambda^nL .
\end{equation}
Multiply the matrix in $L$ by $(U_r,U_0)^\dagger$ on the left and by $(V_r,V_0)$ on the right. Since $U_0^\dagger T=0$ and $TV_0=0$, positive powers of $\lambda$ appear only in the upper left block, as $\lambda\Sigma$. The highest power in $L$ is therefore at most $\lambda^r$, and its coefficient has modulus
\begin{equation}
|c_r|=\det\Sigma\;|\det(U_0^\dagger DV_0)|. \label{eq:end}
\end{equation}
Hermitian conjugation of the matrix replaces $\lambda$ by $1/\lambda^*$, so $c_{-m}=c_m^*$ and the lowest power is at least $\lambda^{-r}$.

If $U_0^\dagger DV_0$ is nonsingular, $\lambda^rL$ is a polynomial of degree $2r$ with nonzero constant term. There are then exactly $2r$ finite nonzero roots, counted with multiplicity. Because $\det P=\lambda^{n-r}(\lambda^rL)$, the remaining $2(n-r)$ roots of the quadratic problem are $n-r$ zeros and $n-r$ infinities. They are not numerical debris: a zero root with $T^\dagger\phi=0$ is an amplitude confined to the first layer of a half-crystal. It carries nothing onward, but some contacts excite it, and it must then be included when the full amplitude of that layer is matched.

Two failures should be recognized. In a chain of isolated dimers, with bonds only between layers, $D=\mathrm{diag}(a,b)$ and the one nonzero element of $T$ is $T_{21}=t$. Then $L=ab-t^2$ contains no $\lambda$, and no finite nonzero root exists away from the dimer levels. Here $U_0^\dagger DV_0=0$, as the condition predicts.

The second failure is a flat band. If $E$ is a Bloch energy for every $k$, $L$ vanishes on the whole unit circle and hence identically, so every $\lambda$ is a root. Take a stub lattice with zero site energies and unit hopping, whose sites A, B, C have bonds A--B and A--C within a cell and B--A to the next cell. Its bands satisfy $E(E^2-3-2\cos k)=0$. At $E=0$ the eigenproblem is undefined; at $E=0.3$ it gives $\lambda+1/\lambda=0.09-3=-2.91$. A practical diagnostic is the smallest singular value of $P(\mu)$ at an arbitrary $\mu$: it is zero at the flat band and $0.24$ at $E=0.3$ for the $\mu$ used here. If it is negligible at several arbitrary $\mu$, move $E$.

\section{A pencil without inverses}

Write $T=AB^\dagger$ with $A=U_r\Sigma$ and $B=V_r$, and introduce $q=A^\dagger\phi/\lambda$. Dividing \eqref{eq:P} by $\lambda$ and using $T^\dagger=BA^\dagger$ gives two equations linear in $\lambda$:
\begin{equation}
D\phi+Bq=-\lambda AB^\dagger\phi,\qquad A^\dagger\phi=\lambda q. \label{eq:pencil}
\end{equation}
This pencil has size $n+r$. Eliminating its second block by the Schur complement, for $\lambda\ne0$, gives
\begin{equation}
\det\begin{pmatrix}D+\lambda AB^\dagger&B\\A^\dagger&-\lambda I\end{pmatrix}
=(-\lambda)^rL(\lambda). \label{eq:schur}
\end{equation}
The zero roots have gone. The $n-r$ infinite roots remain, because some rows contain no $\lambda$: since $U_0^\dagger A=0$, the first equation implies
\begin{equation}
C\begin{pmatrix}\phi\\q\end{pmatrix}=0,\qquad C=U_0^\dagger(D,\;B). \label{eq:constraint}
\end{equation}
These $n-r$ constraints are independent. If $w^\dagger C=0$, multiplying its first block by $V_0$ gives $w^\dagger U_0^\dagger DV_0=0$, hence $w=0$. Let the $2r$ columns of $N$ be an orthonormal basis of the null space of $C$, and set $(\phi,q)^T=Ny$. The rows not yet used are $U_r^\dagger$ times the first equation and the whole second equation:
\begin{equation}
\begin{pmatrix}U_r^\dagger D&U_r^\dagger B\\A^\dagger&0\end{pmatrix}Ny
=\lambda\begin{pmatrix}-\Sigma B^\dagger&0\\0&I\end{pmatrix}Ny. \label{eq:reduced}
\end{equation}
In the unitary bases used, the constraints separate as a $\lambda$-independent invertible block. The determinant of \eqref{eq:reduced} is thus a nonzero constant times $\lambda^rL$, and this $2r\times2r$ pencil has the $2r$ finite nonzero roots and no others. The QZ algorithm returns each root as a pair $(\alpha,\beta)$ with $\lambda=\alpha/\beta$, so neither matrix is inverted. With overlap, $T$ depends on $E$ and its rank can change, so the factorization belongs inside the energy loop.

\section{Pairing growing and decaying modes}

For real $E$,
\begin{equation}
P(\lambda)^\dagger=T+\lambda^*D+\lambda^{*2}T^\dagger
=\lambda^{*2}P(1/\lambda^*). \label{eq:pair}
\end{equation}
If $\lambda$ is a root, so is $1/\lambda^*$. Its right vector $w$ satisfies $P(\lambda)^\dagger w=0$, so $w^\dagger$ is the left null vector of $P(\lambda)$. For real matrices the roots also come in conjugate pairs, and then $1/\lambda$ is a root too. Without such a symmetry, pairing by $1/\lambda$ fails. In a random complex model with $n=6$, $r=3$, one reciprocal missed every root by at least $1.33$, while the conjugate-reciprocal products equalled one to about $10^{-15}$.

Comparing numbers is ambiguous when roots lie close together; a conserved flux identifies partners through their vectors. For two solutions $\psi,\chi$ at the same energy, multiply the equation for $\chi_j$ by $\psi_j^\dagger$, and the adjoint of the equation for $\psi_j$ by $\chi_j$ on the right. Subtraction cancels the $D$ terms and leaves
\begin{equation}
\psi_j^\dagger T\chi_{j+1}-\psi_{j+1}^\dagger T^\dagger\chi_j
=\psi_{j-1}^\dagger T\chi_j-\psi_j^\dagger T^\dagger\chi_{j-1}\equiv W.
\end{equation}
For modes $a$ and $b$ the left side is $\lambda_a^*\lambda_b$ times the right side, so $W_{ab}=0$ unless $\lambda_a^*\lambda_b=1$. On the bond between layers $-1$ and $0$, the values $A^\dagger\psi_{-1}=q$ and $B^\dagger\psi_0=B^\dagger\phi$ give
\begin{equation}
W_{ab}=z_a^\dagger Jz_b,\quad z=\begin{pmatrix}q\\B^\dagger\phi\end{pmatrix},\quad
J=\begin{pmatrix}0&I\\-I&0\end{pmatrix}. \label{eq:flux}
\end{equation}

A partner with nonzero flux must exist. Suppose a combination of modes has $z=0$. Then $T^\dagger\psi_{-1}=0$ and $T\psi_0=0$, so $\psi_0=V_0c$, and the equation of layer $0$ multiplied by $U_0^\dagger$ gives $U_0^\dagger DV_0c=0$. Hence $\psi_0=0$, that equation then gives $T\psi_1=0$, and the argument repeats to the right. To the left it works with $U_0$ and $V_0$ exchanged. The combination vanishes, so independent modes have independent $z$ and the matrix $W_{ab}$ is invertible. A simple root has one partner, the largest entry of its row when the $z$ are normalized. For a degenerate group with a full set of vectors, collect growing and decaying bond vectors in $Z_g,Z_d$ and form $K=Z_g^\dagger JZ_d$. The growing vectors $Z_gK^{-\dagger}$ are then dual to the decaying ones, since $K^{-1}K=I$.

A propagating mode of a simple root is its own partner. Differentiating $[H(k)-ES(k)]\phi=0$ and projecting on $\phi$ gives
\begin{equation}
\frac{dE}{dk}=\frac{\phi^\dagger i(\lambda T-\lambda^*T^\dagger)\phi}{\phi^\dagger S(k)\phi}
=\frac{iW}{\phi^\dagger S(k)\phi}. \label{eq:velocity}
\end{equation}
The flux thus sorts Bloch waves by direction. The matrix $iJ$ has $r$ eigenvalues $+1$ and $r$ eigenvalues $-1$. Each evanescent pair uses one of each sign, and each Bloch wave uses the sign of its velocity. Away from band edges there are therefore $r$ modes that decay or move to the right and $r$ that grow or move to the left. A different count signals a misclassified mode.

\section{Choosing the tolerances}

How much an altered $T$ matters follows from first-order perturbation theory. Vary $(D+\lambda T+\lambda^{-1}T^\dagger)\phi=0$ and multiply by $w^\dagger$, which removes $\delta\phi$. For a simple root,
\begin{equation}
\frac{\delta\lambda}{\lambda}=-\frac{w^\dagger(\delta D+\lambda\,\delta T+\lambda^{-1}\delta T^\dagger)\phi}{W_{w\phi}},
\quad W_{w\phi}=w^\dagger(\lambda T-\lambda^{-1}T^\dagger)\phi. \label{eq:sens}
\end{equation}
The denominator is the flux between the partners, because $\lambda_w=1/\lambda^*$.

Discarding a singular value $\sigma$ changes $T$ by a matrix of norm $\sigma$. To this order the relative error of a retained $\lambda$ is at most
\begin{equation}
\sigma\,(|\lambda|+|\lambda|^{-1})\,\|w\|\,\|\phi\|/|W_{w\phi}|.
\end{equation}
Set the rank tolerance so that this is below the accuracy required of the modes in use. Each discarded singular value also removes a pair of modes, provided the condition on $U_0^\dagger DV_0$ still holds for the truncated $T$.

For regularization in an orthogonal basis, $\delta T=\eta I$. An energy shift is $\delta D=-\delta E\,I$, so \eqref{eq:sens} gives $d\lambda/dE=\lambda w^\dagger\phi/W_{w\phi}$, and
\begin{equation}
\delta\lambda=-\eta\,(\lambda+\lambda^{-1})\,\frac{d\lambda}{dE}. \label{eq:eta}
\end{equation}
Regularization acts as an energy error. It should not be judged at an energy where $d\lambda/dE=0$, since the first-order error is absent there.

At a band edge two roots merge on the unit circle and $W_{w\phi}\to0$. With $E=E_c+\tfrac12ak^2$, an energy error $\delta E$ at the edge gives $|k|=\sqrt{2|\delta E/a|}$. The tolerance for deciding $|\lambda|=1$ must therefore scale as the square root of the energy error near an edge; moving $E$ slightly is safer.

\section{A chain with a gap}

The example is a one-dimensional, one-electron model in an orthogonal basis, without self-consistent charge transfer, and it represents no particular material. Each layer holds two atoms with one $s$ and one $p$ orbital, so $n=4$. The site energies of $s_1,p_1,s_2,p_2$ are $-0.70,\,0.05,\,-0.80,\,-0.05$ Ry, and the layer spacing is $d=6$ bohr. Every bond, within or between layers, has the block
\begin{equation}
b=\begin{pmatrix}-0.15&0.25\\-0.25&0.30\end{pmatrix}\ \mathrm{Ry},
\end{equation}
with rows for the left atom and columns for the right. $T$ contains $b$ between atom 2 and atom 1 of the next layer, so $r=2$. Here $U_0^\dagger DV_0$ is the intralayer block $b$, with $\det b=-0.045+0.0625=0.0175$ Ry$^2$. It is nonsingular, so four finite nonzero roots are expected, with two zeros and two infinities. A QZ solution of the unreduced problem confirms the latter counts.

The valence maximum is $-0.6021$ Ry and the conduction minimum $-0.4459$ Ry, a gap of $0.1562$ Ry or $2.13$ eV. With $\kappa=-\ln|\lambda|/d$ for the slowest decaying mode, $\kappa$ is $0.0345$, $0.0520$ and $0.0561$ bohr$^{-1}$ at 10, 30 and 50\% of the gap. A two-band model with edges $E_v,E_c$ and coupling $vk$ gives $(E_c-E)(E_v-E)=v^2k^2$. Setting $k=i\kappa d$,
\begin{equation}
\kappa=\frac{\sqrt{(E_c-E)(E-E_v)}}{|v|d}.
\end{equation}
It predicts the ratios $\sqrt{0.21/0.09}=1.53$ and $\sqrt{0.25/0.09}=1.67$ to the 10\% value; the chain gives $1.51$ and $1.63$. Near either edge $\kappa$ vanishes as a square root and the tails become long.

The largest $\kappa$ lies at 48.6\% of the gap, not at the midpoint of the symmetric model. There $d\lambda/dE=0$. Differentiating $L(E,\lambda)=0$ along the band gives $\partial_EL+\partial_\lambda L\,d\lambda/dE=0$, hence $\partial_EL=0$: two eigenvalues of $H_{00}+\lambda H_{01}+\lambda^{-1}H_{01}^\dagger$ coalesce. This is the branch point joining the valence and conduction bands. The slow root is $0.7142$ and its flux partner $1.4001$; the fast pair is $0.00946$ and $105.7$. Thus
\begin{equation}
\kappa=\frac{-\ln0.7142}{6}=0.0561\ \mathrm{bohr}^{-1},\qquad
\frac1{2\kappa}=8.91\ \mathrm{bohr}=4.72\ \text{\AA},
\end{equation}
the second number being the decay length of the density.

The errors quoted at the start belong to 25\% of the gap, where $\lambda=0.7441$ and $\lambda+1/\lambda=2.09$. There $d\lambda/dE=-1.79$ Ry$^{-1}$, so \eqref{eq:eta} predicts $\delta\lambda/\eta=3.74$ Ry$^{-1}$. The computed ratios are $3.89$ and $3.75$ Ry$^{-1}$ at $\eta=10^{-3}$ and $10^{-4}$ Ry. The rise at $10^{-8}$ Ry has another source. Here $T^2=0$, so $(T+\eta I)^{-1}=\eta^{-1}I-\eta^{-2}T$ has entries of order $10^{15}$ Ry$^{-1}$. In exact arithmetic the error at this $\eta$ would be only $3.7\times10^{-8}$; the rest is amplified rounding, so the value $0.016$ changes with the order of the arithmetic operations.

\section{The tail behind a metal contact}

Let a semi-infinite one-orbital metal chain, with level $-0.50$ Ry and hopping $0.40$ Ry, couple to $s_1$ and $p_1$ of the first of 60 semiconductor layers. It adds a self-energy $\Sigma$ in that layer. With $G=(E-H-\Sigma)^{-1}$ and $\Gamma=i(\Sigma-\Sigma^\dagger)$,
\begin{equation}
i(G-G^\dagger)=iG(\Sigma-\Sigma^\dagger)G^\dagger=G\Gamma G^\dagger,
\end{equation}
so the density of states in layer $j$ is $\mathrm{tr}_j(G\Gamma G^\dagger)/2\pi$. Since $\Gamma$ acts only in layer 1, this contains the amplitudes $G_{j1}$, which obey the bulk equation beyond the contact. Far from both ends the slowest decaying mode that the contact excites dominates, and if it is a single root the density falls by $|\lambda|^2$ per layer.

At the branch energy the density is $1.80$ states/Ry/spin in layer 1 and $0.78$ in layer 2. Their ratio, $0.43$, is not yet the bulk value, because the first layer also contains the fast mode, which acts mainly through interference: the slow mode contributes $1.52$, the cross term $0.26$ and the fast mode alone $0.02$. The confined amplitudes are absent here. The contact touches only atom 1, so the atom-2 rows of the bulk equation still hold in layer 1; an extra amplitude $\phi_1$ on atom 1 alone would need $b^\dagger\phi_1=0$, and $b$ is nonsingular. From layer 20 to 21 the ratio is $0.510105$, equal to the square of the unrounded slow root to the digits shown. A decay length should therefore be fitted beyond the first layers and away from the far end. The bulk complex bands fix the available decay rates; the contact sets the amplitude of each, and it can set one to zero. In this chain, couplings to $s_1$ and $p_1$ in the ratio of about $0.119:0.266$ do not excite the slow mode, and the density then falls by the square of the fast root, $9\times10^{-5}$ per layer. At a planar interface all this holds separately for each transverse momentum. The summed density is not a single exponential: if the decay is slowest at one transverse momentum and grows quadratically away from it, the ratio of layer $j+1$ to layer $j$ approaches $|\lambda|^2$ only as about $|\lambda|^2\,j/(j+1)$. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
random model: n = 6, rank r = 3, finite nonzero roots = 6
random model: propagating modes = 2
random model: forward modes = 3
largest relative root difference from determinant = 5.4e-15
largest |conj(lambda_a) lambda_b - 1| = 2.2e-15
largest mismatch of plain reciprocal pairing = 1.331
velocity: flux 0.513018, band slope 0.513018 (model units)
stub at E = 0.3: lambda + 1/lambda = -2.910000
stub smallest singular value: E=0 0.0e+00, E=0.3 0.2389
onsite s1, p1, s2, p2 (Ry): -0.70 0.05 -0.80 -0.05
Vss, Vsp, Vpp (Ry): -0.15, 0.25, 0.30
layer spacing = 6.0 bohr
nonzero singular values of T (Ry): 0.486008 0.036008
valence maximum = -0.602080 Ry
conduction minimum = -0.445862 Ry
gap = 0.156218 Ry = 2.1255 eV
companion roots: zero = 2, infinite = 2
E (Ry), slow lambda, fast lambda, kappa (1/bohr):
  -0.586458  0.813202  0.010538  0.034463
  -0.555214  0.732047  0.009950  0.051985
  -0.523971  0.714307  0.009427  0.056074
  -0.492727  0.737017  0.008961  0.050857
  -0.461484  0.820480  0.008541  0.032978
branch energy = -0.526121 Ry
branch energy above valence maximum = 0.075958 Ry
branch position as fraction of gap = 0.4862
branch-point modes: lambda, flux partner, conj(lambda)*partner:
  0.009461  105.692353  1.00000000
  0.714217  1.400135  1.00000000
  1.400135  0.714217  1.00000000
  105.692353  0.009461  1.00000000
maximum kappa = 0.056095 1/bohr
density decay length = 8.9135 bohr = 4.7168 angstrom
regularization test energy = -0.563025 Ry
unregularized slow lambda there = 0.744068
  eta = 1e-03 Ry: absolute lambda error = 3.89e-03
  eta = 1e-04 Ry: absolute lambda error = 3.75e-04
  eta = 1e-06 Ry: absolute lambda error = 3.57e-06
  eta = 1e-08 Ry: absolute lambda error = 1.62e-02
metal level, hopping (Ry): -0.50, 0.40
metal-s1, metal-p1 coupling (Ry): -0.15, 0.25
semiconductor layers in contact calculation = 60
  layer 1: gap-state density = 1.803187e+00 states/Ry/spin
  layer 2: gap-state density = 7.778046e-01 states/Ry/spin
  layer 5: gap-state density = 1.030070e-01 states/Ry/spin
  layer 10: gap-state density = 3.557676e-03 states/Ry/spin
  layer 20: gap-state density = 4.243908e-06 states/Ry/spin
density ratio, layer 21 to 20 = 0.51010544
squared slow lambda = 0.51010544
\end{verbatim}
